# Spin-One and Fourfold Nodes in Space Group 198 Without Spin-Orbit Coupling, part 2

Without spin-orbit coupling, space group 198 has a threefold band crossing at $\Gamma$ and a fourfold one at $R=(\pi,\pi,\pi)$. Symmetry leaves their velocities independent, and a four-site model is used to relate them. Lengths are in units of the cubic lattice constant $a$ and wave vectors in units of $1/a$. One spin component is treated, with time reversal $\mathcal T^2=+1$. To first order, with $\mathbf q=\mathbf k-R$,

$$
H_\Gamma(\mathbf k)=E_\Gamma+v_\Gamma\,\mathbf k\cdot\mathbf L,\qquad (L_i)_{jl}=-i\epsilon_{ijl}.\tag{4}
$$

$$
H_R(\mathbf q)=E_R+v_R\,1\otimes\mathbf q\cdot\boldsymbol\sigma .\tag{15}
$$

The basis of (4) transforms as a vector, and its energies are $E_\Gamma+v_\Gamma km$ with $m=-1,0,1$.

A node's charge in a gap is the outward Berry flux of all bands below the gap through a small surrounding sphere, divided by $2\pi$, with $\mathbf A=i\langle u|\nabla_{\mathbf k}u\rangle$. Both gaps inside the triplet have the same charge. For nonzero velocities,

$$
Q_\Gamma=2\,\mathrm{sgn}\,v_\Gamma,\qquad Q_R=2\,\mathrm{sgn}\,v_R .\tag{19}
$$

The operations used are $S_x:(x,y,z)\to(x+\tfrac12,-y+\tfrac12,-z)$ and $C_3:(x,y,z)\to(z,x,y)$. At $R$,

$$
C_3=-X\otimes U,\qquad X^3=1 .\tag{10}
$$

Here $U=\tfrac12[1-i(\sigma_x+\sigma_y+\sigma_z)]$. The doublets $E,E_\omega,E_{\omega^*}$ have $X=1,\omega,\omega^*$, with $\omega=e^{2\pi i/3}$. Fourfold levels are $E+E$ or $E_\omega+E_{\omega^*}$.

The model has one $s$ orbital per site:

$$
\begin{aligned}
\mathbf r_1&=(u,u,u), & \mathbf r_2&=(\tfrac12+u,\tfrac12-u,-u),\\
\mathbf r_3&=(-u,\tfrac12+u,\tfrac12-u), & \mathbf r_4&=(\tfrac12-u,-u,\tfrac12+u).
\end{aligned}\tag{21}
$$

$H_{ab}=\sum t\,e^{i\mathbf k\cdot\mathbf d}$ sums over displacements $\mathbf d$ from site $a$ to sites of type $b$. Energies and charges do not depend on $u$ for fixed bonds, so the algebra uses $u=0$. Real hops from site 1 to site 2 are $t_a$ for $\mathbf d=(\pm\tfrac12,\tfrac12,0)$ and $t_b$ for $(\pm\tfrac12,-\tfrac12,0)$. Then

$$
c=2(t_a+t_b),\qquad s=2(t_a-t_b),\tag{22}
$$

$$
\begin{aligned}
H_{12}&=2\cos\tfrac{k_x}2\left(t_ae^{ik_y/2}+t_be^{-ik_y/2}\right)=f(k_x,k_y),\\
f(p,q)&=\cos\tfrac p2\left(c\cos\tfrac q2+is\sin\tfrac q2\right).
\end{aligned}\tag{23}
$$

$$
\begin{aligned}
H_{12}&=H_{34}=f(k_x,k_y),\\
H_{13}&=H_{42}=f(k_y,k_z),\\
H_{14}&=H_{23}=f(k_z,k_x).
\end{aligned}\tag{24}
$$

The remaining off-diagonal elements are complex conjugates, and the diagonal is zero.

### Expansion at $\Gamma$

At $\mathbf k=0$ every off-diagonal element equals $c$. The uniform vector $|A\rangle=\tfrac12(1,1,1,1)$ has energy $3c$. The three vectors orthogonal to it have energy $-c$:

$$
\begin{aligned}
|x\rangle&=\tfrac12(1,1,-1,-1),\\
|y\rangle&=\tfrac12(1,-1,1,-1),\\
|z\rangle&=\tfrac12(1,-1,-1,1).
\end{aligned}\tag{25}
$$

The screw $S_x$ exchanges sites $1\leftrightarrow2$ and $3\leftrightarrow4$. It leaves $|x\rangle$ unchanged and reverses $|y\rangle$ and $|z\rangle$. The rotation $C_3$ takes $|x\rangle\to|y\rangle\to|z\rangle$. This is the vector basis required by (4), so one matrix element determines $v_\Gamma$.

To first order, $f(p,q)-c\approx isq/2$, and

$$
\delta H_{12}=\delta H_{34}=\tfrac{is}2k_y,\quad
\delta H_{13}=\delta H_{42}=\tfrac{is}2k_z,\quad
\delta H_{14}=\delta H_{23}=\tfrac{is}2k_x .\tag{26}
$$

Since $\delta H$ is antisymmetric, the pair $(a,b)$ contributes $\delta H_{ab}(x_ay_b-x_by_a)$ to $\langle x|\delta H|y\rangle$. The brackets are $-\tfrac12$ for $(1,2)$, $+\tfrac12$ for $(3,4)$, $(1,3)$ and $(4,2)$, and zero for $(1,4)$ and $(2,3)$. The $k_y$ terms cancel:

$$
\langle x|\delta H|y\rangle=\tfrac{is}2\left[(-\tfrac12+\tfrac12)k_y+(\tfrac12+\tfrac12)k_z\right]=\tfrac{is}2k_z .\tag{27}
$$

The general form gives $v_\Gamma k_z(L_z)_{xy}=-iv_\Gamma k_z$. Therefore

$$
v_\Gamma=-\frac s2=-(t_a-t_b).\tag{28}
$$

### Expansion at $R$

With $k_j=\pi+q_j$, one has $\cos(k_j/2)=-\sin(q_j/2)\approx-q_j/2$ and $\sin(k_j/2)\approx1$. The $c$ term in $f$ contains two small cosines and is of second order. To first order the function $f$ is $-is/2$ times the $q$ component belonging to its first argument:

$$
\begin{aligned}
H_{12}&=H_{34}=-\tfrac{is}2q_x,\\
H_{13}&=H_{42}=-\tfrac{is}2q_y,\\
H_{14}&=H_{23}=-\tfrac{is}2q_z .
\end{aligned}\tag{29}
$$

Write this as $H=\tfrac s2\,\mathbf q\cdot\boldsymbol\Sigma$. The matrix $\Sigma_x$ has elements $-i$ at positions 12 and 34, $\Sigma_y$ at 13 and 42, and $\Sigma_z$ at 14 and 23, with $+i$ at the transposed positions. Each squares to one. For the product, follow the first site vector: $\Sigma_ye_1=ie_3$ and $\Sigma_xe_3=ie_4$, so $\Sigma_x\Sigma_ye_1=-e_4$. Also $i\Sigma_ze_1=i(ie_4)=-e_4$. In the same way both sides give $-e_3$, $e_2$ and $e_1$ when acting on $e_2$, $e_3$ and $e_4$. Hence $\Sigma_x\Sigma_y=i\Sigma_z$. This is the algebra of the Pauli matrices, with the same sign of $i$, so in a suitable basis $\boldsymbol\Sigma=1\otimes\boldsymbol\sigma$. The result is

$$
E_R=0,\qquad v_R=+\frac s2=t_a-t_b .\tag{30}
$$

The site orbitals realize the pair $E_\omega+E_{\omega^*}$. At $R$ the rotation $C_3$ leaves one site in place and moves the other three, so its trace is $1$. By (10), and because $\operatorname{tr}U=1$, this pair has trace $-(\omega+\omega^*)=1$, whereas $E+E$ would have $-2$.

### Charges in the middle gap

The gap closed at $R$ lies between the second and third of the four bands. For $c<0$ the singlet at $\Gamma$ lies below the triplet, and the middle gap is the lower gap of the triplet. For $c>0$ it is the upper one. Both have the same charge, and the isolated singlet carries no flux through a small sphere. For $c\ne0$ and $s\ne0$,

$$
Q_\Gamma=-2\,\mathrm{sgn}\,s,\qquad Q_R=+2\,\mathrm{sgn}\,s .\tag{31}
$$

At $c=0$ the singlet joins the triplet and $\Gamma$ is fourfold. At $s=0$ both linear terms vanish. Exchanging $t_a$ and $t_b$ reverses $s$, which by (23) is the same as replacing $\mathbf k$ by $-\mathbf k$ in the Hamiltonian. The inverted crystal therefore has both charges reversed.

### What the total must be

Let $N(k_x)$ be the Chern number of the two lower bands on a plane of fixed $k_x$, with normal along $+x$. The flux leaving a slab between two planes equals the charge inside it, so

$$
N(k_x'')-N(k_x')=\sum_{\text{nodes between}}Q .\tag{32}
$$

Going once through the zone returns to an equivalent plane. The charges in the middle gap therefore add to zero:

$$
Q_\Gamma+Q_R+Q_{\text{other}}=0 .\tag{33}
$$

Time reversal gives $|u_{-\mathbf k}\rangle=|u_{\mathbf k}\rangle^*$. Since $\langle u|\nabla u\rangle$ is imaginary, $\mathbf A(-\mathbf k)=\mathbf A(\mathbf k)$. The curvature contains one more derivative and is odd, so $N(-k_x)=-N(k_x)$. If $\Gamma$ is the only node of this gap on the plane $k_x=0$, (32) gives

$$
N(0^+)=\tfrac12Q_\Gamma=-\mathrm{sgn}\,s .\tag{34}
$$

An even charge is what keeps this number an integer.

### When the two nodes do not compensate

Equations (28) and (30) tie the two velocities together because the model has few hops. Add a longer hop $t_3$ from site 1 to site 2 with $\mathbf d=(\pm\tfrac12,\tfrac32,0)$, together with its symmetry partners. It adds $2t_3\cos(k_x/2)\,e^{3ik_y/2}$ to $H_{12}$. These bonds transform in the same way as the $t_a$ bonds, so the steps above apply with changed coefficients.

At $\Gamma$ the slope along $k_y$ changes from $i(t_a-t_b)$ to $i(t_a-t_b+3t_3)$. At $R$ the new phase is $e^{3i\pi/2}=-i$, where the $t_a$ bonds have $e^{i\pi/2}=+i$, so $t_3$ enters with the opposite sign:

$$
v_\Gamma=-(t_a-t_b+3t_3),\qquad v_R=t_a-t_b-t_3 .\tag{35}
$$

For $t_a-t_b>0$ the velocities have opposite signs when $-(t_a-t_b)/3<t_3<t_a-t_b$. Outside this interval the charges of $\Gamma$ and $R$ are equal, and by (33) other nodes must supply the balance.

Take $t_a=0.10$ eV, $t_b=-0.20$ eV and $t_3=0.60$ eV. Then $v_\Gamma=-2.10$ eV and $v_R=-0.30$ eV, and the Berry flux computed on small spheres gives $-2$ at both nodes. Further nodes with total charge $+4$ must exist. Such a large long-range hop is a device to show the logical point. With $t_3=0.03$ eV and the other hops unchanged, the computed charges are $-2$ and $+2$.

### A worked example

Set $a=0.45$ nm, $t_a=0.10$ eV, $t_b=-0.20$ eV and $t_3=0$. From (22), $c=-0.20$ eV and $s=0.60$ eV. At $\Gamma$ the singlet lies at $3c=-0.60$ eV and the triplet at $-c=0.20$ eV, while the fourfold level at $R$ lies at zero. The velocities are $v_\Gamma=-0.30$ eV and $v_R=0.30$ eV in units of energy times $a$. In laboratory units,

$$
\hbar v=0.30\ \text{eV}\times0.45\ \text{nm}=0.135\ \text{eV nm},\tag{36}
$$

which corresponds to a speed of $2.05\times10^5$ m/s at both nodes.

Berry fluxes computed on spheres of radius $0.4/a$ give $Q_\Gamma=-2$ and $Q_R=+2$, as (31) requires. The four separate bands at $\Gamma$ carry $0,-2,0,2$ from the bottom up. The planes $k_x=\pm\pi/(2a)$ have Chern numbers $-1$ and $+1$, whose difference is the charge at $\Gamma$.

Other middle-gap nodes can be excluded by a bound. For $|s|>|c|$, the derivative of each off-diagonal element along any unit vector is at most $|s|/2$. A row has three such elements, so the norm of the derivative of $H$ is at most $3|s|/2=0.90$ eV. No energy can change faster than this, and the gap changes at most twice as fast. On a cubic grid of spacing $\pi/60$, no point is farther than $\sqrt3\,\pi/120=0.045$ from a grid point. A grid gap above $2\times0.90\times0.045\approx0.08$ eV thus rules out a node nearby. Every region left undecided lies within $0.291/a$ of $\Gamma$ or $R$.

Inside balls of radius $0.4/a$ the gap was sampled in 1500 directions. Its smallest ratio to $\hbar vq$ was $1.00$ at $\Gamma$ and $1.94$ at $R$, close to the linear values 1 and 2. The sampling shows no further node, although it is not a proof for the interior of the balls.

### The model beside CoSi, and what it leaves out

CoSi crystallizes in space group 198 with a lattice constant of roughly 0.45 nm, and both of its elements occupy sites of the type (21). The lattice constant and the energy scale of the example are chosen in that rough regime, but the hops are not fitted to CoSi. For $u=0.14$ the $t_b$ bond is longer than the $t_a$ bond, and at least one omitted bond is shorter than the $t_b$ bond. The larger value of $|t_b|$ is thus untypical of a bare hop, and both hops are to be read as effective parameters. The real crystal has several active orbitals per site, and nothing in its symmetry makes the two speeds equal.

The node offset is sensitive to omitted hops. A hop $t'$ between equivalent sites one lattice constant apart adds $2t'(\cos k_x+\cos k_y+\cos k_z)$ to every diagonal element. This is $+6t'$ at $\Gamma$ and $-6t'$ at $R$. With $t'=10$ meV the offset rises from $0.20$ to $0.32$ eV. The charges are unaffected, because the added term is proportional to the unit matrix.

Real CoSi also has spin-orbit coupling. Without it, the two spin components double every charge. A coupling $\lambda\,\mathbf L\cdot\mathbf S$ in the $\Gamma$ triplet has the eigenvalues

$$
\frac\lambda2\left[J(J+1)-2-\frac34\right]=
\begin{cases}\lambda/2,&J=\tfrac32\\-\lambda,&J=\tfrac12\end{cases}\tag{37}
$$

and splits the six states into four and two. For a rough $\lambda=20$ meV the splitting is $3\lambda/2=30$ meV. It equals $\hbar vk$ at $k=0.22$ nm$^{-1}$, about 2% of the distance $12.1$ nm$^{-1}$ between $\Gamma$ and $R$. Closer to $\Gamma$ than this, the spin-one form (4) does not describe the bands. Farther out, where $\hbar vk\gg\lambda$, it gives their slopes, but the coupling shifts the states with $m=\pm1$ by $\pm\lambda/2$ according to their spin, so each outer band remains split by about $\lambda$.

At 300 K the thermal energy is $26$ meV. This is comparable with the spin-orbit splitting and about one eighth of the node offset of $0.20$ eV.

The linear law has its own limit. At $\hbar vk=50$ meV, along $[100]$, $[110]$ and $[111]$, the largest departure is $3.1$ meV at $\Gamma$ and $0.5$ meV at $R$. The value at $\Gamma$ comes from the singlet. Evaluating (26) between $|A\rangle$ and $|x\rangle$ gives $-isk_x/2$, and cyclically for $|y\rangle$ and $|z\rangle$. The singlet is therefore coupled to the triplet state polarized along $\mathbf k$, which is the flat $m=0$ state, with strength $\hbar vk$. Second-order perturbation theory across the separation of $0.80$ eV raises that state by

$$
\frac{(0.050\ \text{eV})^2}{0.80\ \text{eV}}=3.1\ \text{meV},\tag{38}
$$

in agreement with the largest computed departure, which occurs along $[100]$. The Hamiltonian also has second-order terms of its own, since $f(p,q)$ contains $-c(p^2+q^2)/8$. In the basis (25) they are diagonal, with elements $\tfrac c4k_z^2$, $\tfrac c4k_x^2$ and $\tfrac c4k_y^2$ for $|x\rangle$, $|y\rangle$ and $|z\rangle$. With $\mathbf n=\mathbf k/k$, they shift the state polarized along $\mathbf k$ by $\tfrac c4k^2(n_x^2n_y^2+n_y^2n_z^2+n_z^2n_x^2)$. This vanishes along $[100]$. In other directions it lowers the state, because $c<0$, but by at most $0.5$ meV here, which is less than the rise in (38). The middle band of the spin-one node is thus flat to first order in $k$ and curves upward at second order in this example. The numerical output lists the remaining values.

## Table of computed values

```
SYMMETRY
Reality indicators at R (E, E_w, E_w*): [-1, 0, 0]
Trace of C3 on the four sites at R: 1
Linear constants, Gamma triplet (without T, with T): (2, 1)
Linear constants, R pair E_w+E_w* (without T, with T): (4, 1)
Linear constants, R pair E+E (without T, with T): (4, 1)
Charge of lower band of k.sigma: 1
Charges of k.L bands, bottom to top: [2, 0, -2]
MODEL (rough CoSi regime, not a fit)
Lattice constant a: 0.45 nm; site coordinate u: 0.14
Hops ta, tb: 0.10, -0.20 eV
Combinations c, s: -0.20, 0.60 eV
Gamma singlet energy: -0.600 eV
Gamma triplet energy: 0.200 eV
R fourfold energy: 0.000 eV
Node offset Gamma minus R: 0.200 eV
v_Gamma, v_R (energy times a): -0.30, 0.30 eV
hbar times speed, both nodes: 0.1350 eV nm
Speed, both nodes: 2.051e+05 m/s
Distance Gamma to R: 12.09 1/nm
CHARGES
Single-band charges at Gamma, bands 1 to 4: [0, -2, 0, 2]
Middle-gap charge at Gamma: -2
Middle-gap charge at R: 2
Charges (Gamma, R) with ta and tb exchanged: (2, -2)
Plane Chern number at kx = +pi/(2a): -1
Plane Chern number at kx = -pi/(2a): 1
Sphere radius used for charges: 0.40 /a
Other nodes excluded beyond radius: 0.291 /a
Least sampled gap/(hbar v q) in Gamma ball: 1.004
Least sampled gap/(hbar v q) in R ball: 1.939
Long hop t3 of counterexample: 0.60 eV
Its v_Gamma, v_R (times a): -2.10, -0.30 eV
Its charges (Gamma, R): (-2, -2)
NEGLECTED EFFECTS
Rough spin-orbit coupling: 20 meV
Spin-orbit splitting of Gamma triplet: 30.0 meV
Wave vector where hbar v k equals it: 0.222 1/nm
Thermal energy at 300 K: 25.85 meV
Thermal wave vector kT/(hbar v): 0.191 1/nm
Probe energy for linearity: 50 meV
Largest departure from linear at Gamma: 3.11 meV
Largest departure from linear at R: 0.54 meV
Hop between equivalent sites: 10 meV
Node offset with that hop: 0.320 eV
```
